# Stable transmission through a dielectric stack from bounded scattering amplitudes

An electron of energy \(E\) meets a stack of \(N\) uniform layers between two electrodes. Its transmission probability \(T\) follows from one pass through the stack that carries two quantities: a reflection amplitude \(b\) and the logarithm of a transmission amplitude \(t\). Start in the left electrode with \(b=0\), \(t=1\), \(d_0=0\). At each interface \(j|j+1\), for \(j=0,\dots,N\), compute

\[
g=b\,e^{2ik_jd_j},\qquad D=1-g\rho_j,
\]
\[
\ln t\;\to\;\ln t+ik_jd_j+\ln\frac{\tau_j}{D},\qquad b\;\to\;\frac{g-\rho_j}{D}.
\tag{1}
\]

Here \(d_j\) is the layer thickness, \(k_j\) the wave number with \(\mathrm{Im}\,k_j\ge 0\), and \(\rho_j,\tau_j\) are the amplitudes of a single interface, given below. No growing exponential occurs.

Multiplying transfer matrices is equivalent in exact arithmetic. In floating-point arithmetic with relative spacing \(\varepsilon\) (\(2.2\times10^{-16}\) in double precision), it can give \(t\) with a relative error of order \(\varepsilon/T\), which is useless once \(T\lesssim\varepsilon\). The fault lies in one subtraction, not in every use of the matrix, and locating it leads to (1).

## The model and the meaning of T

In Rydberg atomic units, with energies in Ry, lengths in bohr and effective masses \(m\) in electron masses, the equation is

\[
-\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)+V\psi=E\psi .
\]

The motion is coherent, elastic and confined to one channel. \(V_j\) is real and \(m_j>0\) in each layer. Both \(\psi\) and \(\varphi=\psi'/m\) are continuous at an interface: a jump in either would put a singular term into the equation that nothing balances. Within a layer,

\[
\psi=Ae^{ik_jx}+Be^{-ik_jx},\qquad k_j=\sqrt{m_j(E-V_j)},\qquad v_j=\frac{k_j}{m_j},
\]

so that \(\varphi=iv_j(Ae^{ik_jx}-Be^{-ik_jx})\). Where \(E<V_j\), \(k_j=i\kappa_j\) with \(\kappa_j>0\), and the layer is evanescent. The case \(E=V_j\) is excluded, because the two exponentials then coincide and no longer span the solutions. Very close to this case some digits are lost, since \(D\) tends to zero at the far side of the layer.

The time-dependent equation \(i\,\partial_t\psi=-\varphi'+V\psi\) gives

\[
\partial_t|\psi|^2=2\,\mathrm{Re}(i\psi^*\varphi')=-2\,\mathrm{Im}(\psi^*\varphi')=-\frac{d}{dx}\,2\,\mathrm{Im}(\psi^*\varphi).
\]

The last step holds because the extra term \(\psi'^*\varphi=|\psi'|^2/m\) is real. The flux is therefore \(J=2\,\mathrm{Im}(\psi^*\varphi)\), which is \(2v|A|^2\) for a wave \(Ae^{ikx}\) with real \(k\). Both electrodes are propagating, with real \(v_L=v_0\) and \(v_R=v_{N+1}\). If \(t\) is the transmitted amplitude at the right face for unit incident amplitude at the left face, then

\[
T=\frac{v_R}{v_L}|t|^2 .
\tag{2}
\]

## The naive scheme

Let \(A,B\) be the amplitudes just left of interface \(j|j+1\) and \(A',B'\) those just right of it. Continuity requires

\[
A'+B'=A+B,\qquad A'-B'=q_j(A-B),\qquad q_j=\frac{v_j}{v_{j+1}}.
\]

Half the sum and half the difference of these equations give

\[
\begin{pmatrix}A'\\B'\end{pmatrix}=I_j\begin{pmatrix}A\\B\end{pmatrix},\qquad
I_j=\frac12\begin{pmatrix}1+q_j&1-q_j\\1-q_j&1+q_j\end{pmatrix}.
\]

Crossing a layer multiplies the amplitudes by \(P_j=\mathrm{diag}(e^{ik_jd_j},e^{-ik_jd_j})\). The whole stack has

\[
M=I_NP_N\cdots I_1P_1I_0 .
\]

With a unit wave incident from the left, the left amplitudes are \((1,r)\). Nothing comes in from the right, so the right amplitudes are \((t,0)\). The second row gives \(0=M_{21}+M_{22}r\), hence \(r=-M_{21}/M_{22}\). Inserting this in the first row gives

\[
t=M_{11}-\frac{M_{12}M_{21}}{M_{22}} .
\tag{3}
\]

## Where the digits go

Suppose all inner layers are evanescent and thick, and define \(K=\sum_j\kappa_jd_j\). Then \(P_j=\mathrm{diag}(e^{-\kappa_jd_j},e^{\kappa_jd_j})\), and to leading order only its second entry matters. Each \(P_j\) then selects the second column of the matrix on its left and the second row of the one on its right:

\[
M\simeq \frac{e^{K}}{4}\left[\prod_{j=1}^{N-1}\frac{1+q_j}{2}\right]
\begin{pmatrix}1-q_N\\1+q_N\end{pmatrix}
\begin{pmatrix}1-q_0&1+q_0\end{pmatrix}.
\]

This is a column times a row, so its determinant vanishes. The leading parts of the two terms in (3) therefore cancel completely. Moreover \(q_0\) and \(q_N\) are imaginary, since each relates an electrode to an evanescent layer. Thus \(|1-q|=|1+q|\) for both, and all four elements have the same leading modulus, of order \(e^K\).

What survives the cancellation follows from the exact determinant. We have \(\det P_j=1\) and

\[
\det I_j=\tfrac14\left[(1+q_j)^2-(1-q_j)^2\right]=q_j ,
\]

so the product telescopes to \(\det M=v_L/v_R\). Equation (3) is then

\[
t=\frac{M_{11}M_{22}-M_{12}M_{21}}{M_{22}}=\frac{v_L}{v_R}\,\frac1{M_{22}},
\tag{4}
\]

which is of order \(e^{-K}\). Equation (3) thus obtains a number of size \(e^{-K}\) as the difference of two numbers of size \(e^{K}\).

Rounding leaves an absolute error of order \(\varepsilon|M_{11}|\simeq\varepsilon|M_{22}|\). Relative to \(t\), using (4) and then \(|t|^2=Tv_L/v_R\) from (2), this is

\[
\frac{\varepsilon|M_{22}|}{|t|}=\frac{\varepsilon\,v_L/v_R}{|t|^2}=\frac{\varepsilon}{T}\sim\varepsilon e^{2K}.
\tag{5}
\]

The digits are gone near \(K=\tfrac12\ln(1/\varepsilon)\), which is 18.0 in double precision. The estimate gives an order of magnitude, since the individual rounding errors vary irregularly. Its growth rate was tested against 60-digit values: the logarithm of the relative error in \(t\) grows with \(K\) at a fitted rate of 2.015 for \(8\le K\le16\). This agrees with the predicted 2; the further digits depend on the rounding.

Replacing (3) by \(T=1-|r|^2\) is no escape. A transmission below \(\varepsilon\) cannot be read from the difference of two numbers near one.

Equation (4), by contrast, contains no such subtraction. It uses the determinant as known analytically and takes from the computer just the large element \(M_{22}\). For an evanescent stack it gives \(t\) and \(\ln T\) accurately until \(M_{22}\) exceeds the range of the number format, about \(10^{308}\) in double precision; \(|t|^2\) itself underflows at about half that exponent. At a narrow resonance or near \(E=V_j\), \(M_{22}\) is itself the result of a cancellation, and (4) loses digits much as (1) does. The second column of the transfer matrix, which contains \(M_{22}\), is therefore all that \(t\) requires, and the remaining defect is its size.

## Keeping the ratio and the logarithm

Write the second column of the partial product as \((X,Y)\). Its ratio \(b=X/Y\) has a direct meaning. The column describes a solution with no wave incident from the left, so \(Y\) is the wave travelling or decaying leftwards into the part already built, and \(X\) is what that part returns. Hence \(b\) is its reflection amplitude seen from the right.

Let \(p=e^{ik_jd_j}\). Crossing layer \(j\) changes \((X,Y)\) to \((pX,Y/p)\), so the ratio becomes \(g=p^2b\). At the interface,

\[
X'=\frac{Y}{2p}\left[(1+q_j)g+(1-q_j)\right],\qquad
Y'=\frac{Y}{2p}\left[(1-q_j)g+(1+q_j)\right].
\]

Define

\[
\rho_j=\frac{v_j-v_{j+1}}{v_j+v_{j+1}}=\frac{q_j-1}{q_j+1},\qquad
\tau_j=1+\rho_j=\frac{2v_j}{v_j+v_{j+1}} .
\]

Taking out the factor \(1+q_j\) and using \((1-q_j)/(1+q_j)=-\rho_j\) gives

\[
b'=\frac{X'}{Y'}=\frac{g-\rho_j}{1-\rho_jg},\qquad
Y'=\frac{Y}{p}\,\frac{1+q_j}{2}\,(1-\rho_jg).
\]

By (4), \(t\) is the product of the \(q_j\) divided by the final \(Y\). One step therefore multiplies \(t\) by

\[
q_j\,\frac{2p}{(1+q_j)D}=\frac{2v_j}{v_j+v_{j+1}}\,\frac pD=\frac{p\,\tau_j}{D},\qquad D=1-\rho_jg .
\]

This is (1). The exponential that grew in \(Y\) now appears as the decaying factor \(p\) in \(t\). Storing \(\ln t\) removes the remaining danger, underflow.

The same step follows from scattering, which also supplies \(r\). Let \(a\) be the right-going amplitude arriving at the interface. It consists of the wave \(tp\) sent through the earlier stack and the part returned after reflection:

\[
a=tp+g\rho_ja\quad\Rightarrow\quad a=\frac{tp}{D}.
\]

The transmitted wave is \(\tau_ja\), as before. The reflected wave \(\rho_ja\) leaves on the left after crossing the layer and the earlier stack. If \(\bar t\) is the earlier stack's transmission amplitude from right to left,

\[
r\to r+\frac{\bar tp\,\rho_j\,tp}{D},\qquad
\bar t\to\frac{\bar tp\,(1-\rho_j)}{D}.
\]

The factor \(1-\rho_j=2v_{j+1}/(v_j+v_{j+1})\) is the interface transmission from the right. In the second update, the left-going amplitude \(c\) in layer \(j\) obeys \(c=(1-\rho_j)+\rho_jgc\), which supplies the same denominator. Both updates use the old \(t\) and \(\bar t\), and start from \(r=0\), \(\bar t=1\). Solving the linear equations for \(a\) and \(c\) avoids assuming that a series of repeated reflections converges.

## Why the recursion is stable

For evanescent inner layers put \(v_j=is_j\), with \(s_j=\kappa_j/m_j>0\). After the first interface \(b=-\rho_0\), and

\[
|\rho_0|=\left|\frac{v_L-is_1}{v_L+is_1}\right|=1 .
\]

Between two evanescent layers, \(\rho_j=(s_j-s_{j+1})/(s_j+s_{j+1})\) is real with \(|\rho_j|<1\). Expanding the squares, in which the terms \(2\rho_j\mathrm{Re}\,g\) cancel, gives

\[
|1-\rho_jg|^2-|g-\rho_j|^2=(1-\rho_j^2)(1-|g|^2).
\]

If \(|b|\le1\) on entering a layer, then \(|g|\le e^{-2\kappa_jd_j}<1\). The right side is positive, so the new \(b\) also has modulus below one. By induction \(|b|\le1\) in every inner layer. At the last interface \(|\rho_N|=1\), again because one side is evanescent and the other propagating. Hence at each interface \(j\ge1\)

\[
|D|\ge1-|g||\rho_j|\ge1-e^{-2\kappa_jd_j}.
\tag{6}
\]

Inherited errors are damped as well, provided the layer is thick enough. Differentiating the update of \(b\),

\[
\frac{db'}{dg}=\frac{(1-\rho_jg)+\rho_j(g-\rho_j)}{D^2}=\frac{1-\rho_j^2}{D^2},
\qquad
\delta b'=\frac{1-\rho_j^2}{D^2}\,e^{-2\kappa_jd_j}\,\delta b .
\]

A thick layer suppresses an earlier error by the exponential that ruined (3). For a very thin layer (6) is weak and the factor before \(\delta b\) can exceed one, so these estimates promise little by themselves. In tests on random evanescent stacks with layers from 0.5 to 60 bohr, the largest error of \(\ln T\) was \(2.8\times10^{-14}\).

When all layers are thick, \(D\to1\) and

\[
T\simeq T_{\rm thick}=\frac{v_R}{v_L}\left[\prod_{j=0}^{N}|\tau_j|^2\right]e^{-2K}.
\tag{7}
\]

The exact ratio is \(T/T_{\rm thick}=\prod_{j=1}^N|D_j|^{-2}\). With \(x_j=e^{-2\kappa_jd_j}\), we have \(1-x_j\le|D_j|\le1+x_j\le1/(1-x_j)\), so

\[
\left|\ln\frac{T}{T_{\rm thick}}\right|\le-2\sum_{j=1}^N\ln(1-x_j).
\]

## A three-layer capacitor model

Take \(E=0\) and round model parameters. The electrodes have \(m=1\), with \(V=-0.5\) Ry on the left and \(-0.4\) Ry on the right, so \(v_L=0.7071\) and \(v_R=0.6325\). The layers are:

- an interlayer with \(V=0.18\) Ry, \(m=0.5\), \(d=10\) bohr: \(\kappa=0.30\), \(s=0.6\);
- the main dielectric with \(V=0.16\) Ry, \(m=0.25\), \(d=150\) bohr (7.94 nm): \(\kappa=0.20\), \(s=0.8\);
- a second interlayer with \(V=0.125\) Ry, \(m=0.5\), \(d=8\) bohr: \(\kappa=0.25\), \(s=0.5\).

The decay exponent is \(K=3+30+2=35\). The recursion gives these steps:

| Interface | \(\lvert\tau\rvert^2\) | \(\log_{10}\lvert t\rvert^2\) so far |
|---|---:|---:|
| 0\|1 | 2.326 | 0.367 |
| 1\|2 | 0.735 | −2.373 |
| 2\|3 | 1.515 | −28.250 |
| 3\|4 | 1.538 | −29.800 |

The third row, for example, adds \(-60/\ln10=-26.058\) for the main layer and \(\log_{10}1.515=0.180\) for the interface. The flux factor \(v_R/v_L=0.894\) finally adds \(-0.048\), so \(\log_{10}T=-29.848\) and \(T=1.42\times10^{-30}\).

Equation (7) gives nearly the same result:

\[
0.894\times2.326\times0.735\times1.515\times1.538\times e^{-70}\simeq1.416\times10^{-30}.
\]

The recursion lies 0.2% above this, a logarithmic difference of 0.002, within the bound of 0.042. Most of it comes from the second interlayer: it has the smallest \(\kappa d\), and its \(D=0.9990+0.0041i\) is the farthest from one.

Changing just the main thickness shows how the three evaluations part:

| \(d\) (bohr) | \(K\) | \(\log_{10}T\), (1) | from (3) | from (4) |
|---:|---:|---:|---:|---:|
| 25 | 10 | −8.133 | −8.133 | −8.133 |
| 50 | 15 | −12.4763 | −12.4754 | −12.4763 |
| 75 | 20 | −16.82 | −14.47 | −16.82 |
| 150 | 35 | −29.85 | −1.83 | −29.85 |
| 4000 | 805 | −698.66 | undefined | undefined |

The errors in the column from (3) are rounding noise of one particular order of operations; only their order of magnitude carries over to another implementation. At \(K=15\) the subtraction here already misses \(T\) by about 0.2%. The threshold \(K=18.0\) corresponds to a main thickness of 65 bohr, or 3.4 nm. At 150 bohr, (3) reports in this run a transmission above one per cent, which is pure rounding noise, and the computed determinant is \(1.4\times10^{14}\) instead of 1.118. With the products taken in another order, either number can come out different or exactly zero. Repeating the same subtraction with 60 digits restores \(t\) to a relative error of \(4\times10^{-32}\), which identifies rounding as the cause. At 4000 bohr, a thickness chosen to test the arithmetic, the matrix itself overflows, while \(\ln T\) remains available.

An independent integration of the wave equation at 25 bohr agrees with the recursion at \(T=7.356\times10^{-9}\). For a thin stack of 2, 3 and 2 bohr, \(T=0.118\) and \(|r|^2=0.882\) add to one, as flux conservation requires.

## A well inside the barrier

The proof of (6) assumed that every inner layer is evanescent. If a propagating well lies between barriers, \(|b|\) can exceed one in the barrier behind it. This does not violate flux conservation. For an evanescent wave with right-decaying amplitude \(b\) and left-decaying amplitude 1, at the point where these are defined, \(\psi=b+1\) and \(\varphi=-s(b-1)\). Therefore

\[
J=2\,\mathrm{Im}(\psi^*\varphi)=-2s\,\mathrm{Im}\left[(b^*+1)(b-1)\right]=-4s\,\mathrm{Im}\,b .
\]

Flux must run leftwards, into the part already built, which requires \(\mathrm{Im}\,b\ge0\) but sets no limit on \(|b|\).

Consider a well with \(V=0\), 20 bohr wide, between two barriers of 0.18 Ry, each 10 bohr thick. All three layers have \(m=0.5\), and both electrodes have \(V=-0.5\) Ry and \(m=1\). At \(E=0.02741\) Ry the transmission reaches one. There \(|b|=251\) in the second barrier, and the smallest \(|D|\) is 0.0057. At 0.002 Ry above the peak, \(T\) has fallen to 0.0026.

The small denominator expresses the resonance: a wave returns to the interface almost in phase with itself, and \(T\) depends sharply on energy. Rounding in \(D\) is amplified by about \(1/|D|\), here a factor of 175, which costs two or three digits out of sixteen. A much narrower resonance would cost more, and would also demand a correspondingly exact energy and potential. High-precision checks at the peak and beside it confirm the recursion for this case.

## What the number says about leakage

The value \(1.4\times10^{-30}\) is the coherent transmission at one energy through a prescribed staircase of potentials. A leakage current also needs an integral over energy and transverse momentum with the electrode occupations. Under bias, the staircase must follow the field in each layer. Traps and phonons open paths that this elastic, one-channel model leaves out. The constant mass is also an idealisation 2.2 eV below the band edge of the main dielectric, and \(T\) is exponentially sensitive to it. A mass of 0.20 instead of 0.25 raises \(T\) by almost three orders of magnitude. The two-band form \(\kappa^2=m(V-E)\,[1-(V-E)/E_g]\) with a gap \(E_g=5.7\) eV raises it by more than five. Away from extremely narrow resonances and from \(E=V_j\), where a small \(|D|\) costs digits, the scheme keeps a tiny direct contribution from being replaced by rounding noise; it does not show that the total leakage is equally small.

The remaining checks and the unrounded values are in the numerical output.

## Numbers as computed

```
Example stack at E = 0 Ry (main thickness 150 bohr):
 region 0: V=-0.500 Ry, m=1.00 m_e, d=0 bohr, k=0.7071+0.0000j 1/bohr, v=0.7071+0.0000j Ry bohr
 region 1: V=0.180 Ry, m=0.50 m_e, d=10 bohr, k=0.0000+0.3000j 1/bohr, v=0.0000+0.6000j Ry bohr
 region 2: V=0.160 Ry, m=0.25 m_e, d=150 bohr, k=0.0000+0.2000j 1/bohr, v=0.0000+0.8000j Ry bohr
 region 3: V=0.125 Ry, m=0.50 m_e, d=8 bohr, k=0.0000+0.2500j 1/bohr, v=0.0000+0.5000j Ry bohr
 region 4: V=-0.400 Ry, m=1.00 m_e, d=0 bohr, k=0.6325+0.0000j 1/bohr, v=0.6325+0.0000j Ry bohr
main thickness 150 bohr = 7.938 nm
Interface steps (log10|t|^2 is cumulative, all dimensionless):
 0|1: rho=0.16279-0.98666j, tau=1.16279-0.98666j, back=0.00000+0.00000j
      g=0.000e+00+0.000e+00j, D=1.000000+0.000000j, log10|t|^2=0.36653
 1|2: rho=-0.14286-0.00000j, tau=0.85714+0.00000j, back=-0.16279+0.98666j
      g=-4.035e-04+2.446e-03j, D=0.999942+0.000349j, log10|t|^2=-2.37308
 2|3: rho=0.23077+0.00000j, tau=1.23077+0.00000j, back=0.14246+0.00240j
      g=1.247e-27+2.098e-29j, D=1.000000-0.000000j, log10|t|^2=-28.25039
 3|4: rho=-0.23077+0.97301j, tau=0.76923+0.97301j, back=-0.23077+0.00000j
      g=-4.227e-03+3.638e-31j, D=0.999025+0.004113j, log10|t|^2=-29.79965
T at 150 bohr = 1.41873e-30
|r|^2 at 150 bohr = 1.000000000000
thick-layer estimate of T = 1.41582e-30
T / estimate = 1.002052; bound on |ln ratio| = 0.041935
log10 T: scattering, subtraction, dominant element M22:
 d=25 bohr, K=10.0: -8.133375, -8.133375, -8.133375
 d=50 bohr, K=15.0: -12.476321, -12.475408, -12.476321
 d=75 bohr, K=20.0: -16.819266, -14.471566, -16.819266
 d=150 bohr, K=35.0: -29.848101, -1.828306, -29.848101
 d=4000 bohr, K=805.0: -698.661603, nan, nan
rounding unit eps = 2.220e-16
K where eps*exp(2K)=1: 18.022
main thickness there = 65.11 bohr
fitted growth rate of ln(error) with K = 2.015
median error/(eps*exp(2K)) = 0.193
det M at 150 bohr: double = 1.407e+14+0.000e+00j, exact = 1.118034
subtraction error with 60 digits, 150 bohr = 4.1e-32
T at 25 bohr: scattering 7.35571310e-09, integrated 7.35571310e-09
thin stack (2, 3, 2 bohr): T = 0.118147, |r|^2 = 0.881853
random stacks: largest |back| = 1.000000, worst error of ln T = 2.8e-14
Double barrier: V=0.18 Ry, d=10 bohr; well V=0 Ry, d=20 bohr;
 m=0.5 m_e in all three layers; leads V=-0.5 Ry, m=1 m_e
 peak E = 0.0274102 Ry, T = 1.0000000
 |back| in second barrier = 250.712, least |D| = 0.00571
 T at 0.002 Ry above peak = 2.64673e-03
```
